# Elastodiffusion tensor from ground and saddle dipoles in cubic crystals

## A case simple enough to see through

A point defect hops between the sites of a simple cubic lattice with spacing $a$. Every site is equivalent, and each of the six jumps along the cube axes has rate $\Gamma_0$. For independent jumps $\mathbf R$ with rates $\Gamma$,

$$D_{ij}=\frac12\sum_{\rm jumps}\Gamma R_iR_j ,$$

so the unstrained diffusion tensor is $D_0\delta_{ij}$ with $D_0=\frac12\cdot2a^2\Gamma_0=a^2\Gamma_0$.

Now strain the crystal homogeneously. The elastic dipole tensor $P$ of a defect configuration is defined by its energy at fixed strain,

$$E(\varepsilon)=E(0)-P_{ij}\varepsilon_{ij}.$$

A negative component means that stretching along that axis costs energy. Let the site have dipole $g\delta_{ij}$, and let the saddle have the value $p_\parallel$ along the jump and $p_\perp$ across it. Under the shear $\varepsilon={\rm diag}(e,-e,0)$ the barrier of an $x$ jump changes by $-(p_\parallel-p_\perp)e$, since the site energy is unchanged. The jump length becomes $a(1+e)$. With $\beta=1/kT$, to first order in $e$,

$$D_{xx}=D_0[1+2e+\beta(p_\parallel-p_\perp)e].$$

For $D_{yy}$ the sign of $e$ is reversed, so

$$D_{xx}-D_{yy}=2D_0e\,[2+\beta(p_\parallel-p_\perp)].$$

The 2 in the bracket is geometry: jumps are longer along $x$. The other term comes from the change of the barriers with strain and exists because the saddle is anisotropic. Saddle anisotropy is therefore not the sole source of anisotropic diffusion, but it dominates when $|p_\parallel-p_\perp|\gg 2kT$.

A shear $\varepsilon_{xy}$ acts differently here. The saddle has no $xy$ component, so no barrier changes to first order. The $x$ jump becomes $a(1,\varepsilon_{xy},0)$ and the $y$ jump $a(\varepsilon_{xy},1,0)$, which gives $D_{xy}=2D_0\varepsilon_{xy}$ from geometry alone. The response depends on how the saddle is oriented relative to the shear.

## The general hopping problem

Let each lattice cell of a cubic crystal contain $N$ symmetry-equivalent ground configurations $\alpha$, such as orientations of a dumbbell interstitial, with dipoles $P^\alpha$. A hop $h$ from $\alpha$ has displacement $\mathbf R$ and saddle dipole $P^s$; both depend on $\alpha$ and $h$. The hops are symmetry-equivalent and share the unstrained rate $\Gamma_0$. The strain is homogeneous and free of rotation, and it leaves the prefactor unchanged. Transition-state theory then gives

$$\Gamma_{\alpha h}=\Gamma_0\exp[\beta(P^s-P^\alpha):\varepsilon],\qquad P:\varepsilon=P_{kl}\varepsilon_{kl}.$$

The equilibrium populations are

$$p_\alpha=\frac{e^{\beta P^\alpha:\varepsilon}}{Z},\qquad Z=\sum_\alpha e^{\beta P^\alpha:\varepsilon}.$$

A hop and its reverse share one saddle, so their equilibrium fluxes $p_\alpha\Gamma_{\alpha h}$ are equal. This is detailed balance.

Laboratory coordinates are used throughout: $\mathbf R=(1+\varepsilon)\mathbf R^0$. Sites not fixed by symmetry may also shift inside the cell, but a bounded relabelling of positions cannot change long-time diffusion, so affinely displaced labels suffice.

The elastodiffusion tensor $d$ is defined by

$$D_{ij}(\varepsilon)=D_0\delta_{ij}+d_{ijkl}\varepsilon_{kl}+O(\varepsilon^2).$$

## First derivation: following the walk

Let $\mathbf X(t)$ be the displacement of a defect that starts in equilibrium. During $dt$ a hop changes $X_iX_j$ into $(X_i+R_i)(X_j+R_j)$. Averaging the change gives

$$\frac{d}{dt}\langle X_iX_j\rangle=\sum_{\alpha,h}p_\alpha\Gamma_{\alpha h}R_iR_j+\langle X_iv_{\alpha,j}\rangle+\langle v_{\alpha,i}X_j\rangle,$$

where $\mathbf v_\alpha=\sum_h\Gamma_{\alpha h}\mathbf R$ is the mean drift out of the current configuration.

Suppose each ground configuration is an inversion centre of the hop network. Every hop $\mathbf R$ is then paired with a hop $-\mathbf R$ whose saddle is the inverted one. A second-rank tensor is unchanged by inversion, so the two saddle dipoles are equal. Homogeneous strain also respects inversion. The two rates stay equal under strain, and $\mathbf v_\alpha=0$. Since $\langle X_iX_j\rangle=2D_{ij}t$ at long times,

$$D_{ij}=\frac12\sum_{\alpha,h}p_\alpha\Gamma_{\alpha h}R_iR_j
=\frac{\Gamma_0}{2Z}\sum_{\alpha,h}e^{\beta P^s:\varepsilon}R_iR_j. \tag{1}$$

The ground dipole has cancelled between the population and the rate. A configuration favoured by strain is occupied more often and left more slowly in the same proportion. What remains of $P^\alpha$ sits in the scalar $Z$, which changes the size of $D$ but not its shape. Within the linear energy law this holds at finite strain.

To expand (1), first average the ground dipoles over the equivalent configurations. The average has cubic symmetry, so

$$\frac1N\sum_\alpha P^\alpha_{kl}=g\delta_{kl},\qquad g=\tfrac13{\rm Tr}\,P^\alpha,$$

and $Z=N(1+\beta g\,{\rm Tr}\,\varepsilon)$ to first order. The jump product is

$$R_iR_j=R_i^0R_j^0+\varepsilon_{ik}R_k^0R_j^0+\varepsilon_{jk}R_i^0R_k^0 .$$

Because $(\Gamma_0/2N)\sum R_i^0R_j^0=D_0\delta_{ij}$, the last two terms contribute $2D_0\varepsilon_{ij}$. Collecting the first-order terms,

$$\boxed{\begin{aligned}d_{ijkl}={}&D_0(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\\&+\frac{\beta\Gamma_0}{2N}\sum_{\alpha,h}R_i^0R_j^0(P^s_{kl}-g\delta_{kl}).\end{aligned}} \tag{2}$$

The first line is geometry and the second is thermal activation. If the saddles are isotropic, $P^s_{kl}=s\delta_{kl}$, the second line is $\beta D_0(s-g)\delta_{ij}\delta_{kl}$. It responds to dilation and gives no anisotropy.

## Second derivation: decay of a long wave

Consider instead a concentration wave $c_\alpha e^{i\mathbf k\cdot\mathbf x}$. A defect arriving at $\mathbf x$ came from $\mathbf x-\mathbf R$, so the amplitudes obey $\dot c=M(\mathbf k)c$ with

$$M_{\beta\alpha}=\sum_{h:\alpha\to\beta}\Gamma_{\alpha h}e^{-i\mathbf k\cdot\mathbf R}-\delta_{\beta\alpha}\sum_h\Gamma_{\alpha h}.$$

(As an index, $\beta$ labels a configuration.) The slowest mode decays as $e^{\lambda t}$ with $\lambda=-k_iD_{ij}k_j$ at small $k$. Expand $M=W-iA-\frac12B$, where $W=M(0)$, and $A$ and $B$ contain $\Gamma\,\mathbf k\cdot\mathbf R$ and $\Gamma(\mathbf k\cdot\mathbf R)^2$. Let the eigenvector be $p+u_1+u_2+\dots$. Equilibrium means $Wp=0$, and conservation of defects means that each column of $W$ sums to zero.

At first order,

$$Wu_1-iAp=\lambda_1p.$$

Summing the components gives $\lambda_1=-i\sum_\alpha p_\alpha\mathbf k\cdot\mathbf v_\alpha$. This vanishes because each hop and its reverse carry equal flux and opposite $\mathbf R$. The same pairing turns arrivals at $\beta$ into departures from it:

$$(Ap)_\beta=-p_\beta\,\mathbf k\cdot\mathbf v_\beta .$$

Hence $Wu_1=-i\,p\,(\mathbf k\cdot\mathbf v)$, component by component. Let $W^\#$ invert $W$ on vectors whose components sum to zero. It exists if the configurations are connected by hops. Then $u_1=-iW^\#[p\,(\mathbf k\cdot\mathbf v)]$.

Summing the components of the second-order equation removes $Wu_2$ and leaves

$$\lambda_2=-i\sum_\alpha(\mathbf k\cdot\mathbf v_\alpha)u_{1,\alpha}-\frac12\sum_{\alpha,h}p_\alpha\Gamma_{\alpha h}(\mathbf k\cdot\mathbf R)^2.$$

The factor $(-i)(-i)=-1$ multiplies the first term. Comparison with $-k_iD_{ij}k_j$ gives

$$D_{ij}=\frac12\sum_{\alpha,h}p_\alpha\Gamma_{\alpha h}R_iR_j+\sum_{\alpha\beta}v_{\alpha,i}W^\#_{\alpha\beta}p_\beta v_{\beta,j}. \tag{3}$$

The second term describes correlated hops, and it cannot increase diffusion along any direction. To see this, put $f_\alpha=\mathbf k\cdot\mathbf v_\alpha$, $w=W^\#(pf)$ and $\phi_\alpha=w_\alpha/p_\alpha$. With $J_{\alpha\beta}$ the symmetric equilibrium flux between two configurations,

$$\sum_\alpha f_\alpha w_\alpha=\sum_\alpha\phi_\alpha(Ww)_\alpha=-\frac12\sum_{\alpha\beta}J_{\alpha\beta}(\phi_\alpha-\phi_\beta)^2\le0.$$

Now differentiate (3) at zero strain. If $\mathbf v_\alpha(0)=0$, then $\mathbf v_\alpha=O(\varepsilon)$ and the correlation term is $O(\varepsilon^2)$. In the first term,

$$\frac{\partial\ln p_\alpha}{\partial\varepsilon_{kl}}=\beta(P^\alpha_{kl}-g\delta_{kl}),\qquad
\frac{\partial\ln\Gamma_{\alpha h}}{\partial\varepsilon_{kl}}=\beta(P^s_{kl}-P^\alpha_{kl}).$$

Their sum is $\beta(P^s_{kl}-g\delta_{kl})$. Multiplying by $(\Gamma_0/2N)R_i^0R_j^0$, summing over hops and adding the derivative of $R_iR_j$ reproduces (2).

## What each derivation assumes

Both derivations need memoryless hops, detailed balance, homogeneous strain and a fixed prefactor. Energies linear in strain are needed only for (1) at finite strain, since (2) is a first derivative. They describe times long enough for the ground configurations to exchange population. Just after a strain is applied, the populations still equal $1/N$. The spreading rate then contains $e^{-\beta P^\alpha:\varepsilon}$, and an anisotropic ground dipole can produce a transient anisotropy.

The walk uses inversion to remove the drift at the strain considered. In return it gives (1), a result at finite strain. The wave calculation needs no inversion: equation (2) follows if the drift vanishes in the unstrained crystal. Tetrahedral interstitial sites in a bcc crystal show the difference. They are not inversion centres, but they have a fourfold rotation–inversion axis. That operation reverses a vector along the axis and turns a perpendicular one by a right angle, so no nonzero drift vector is invariant. Equation (2) applies there, while correlations may enter at second order.

If the unstrained drift is nonzero for the chosen positions, (2) generally fails with them, because the correlation term can then have a part linear in strain. Relabelling the positions moves weight between the two terms of (3); only their sum is physical. An unstrained example of a sizeable correlation term is a network of three dumbbell orientations given random ground and saddle energies that preserve detailed balance. With positions at the dumbbell centres, lengths in units of $a$ and rates in a common unit, the first term of (3) gives $D_{xx}=1.211$ and the correlation term $-0.442$. Their sum, 0.769, agrees with the decay rate found by diagonalizing $M$. Neglecting correlation would overestimate this $D_{xx}$ by 57% of its correct value.

## Two defects in an fcc crystal

Take the twelve jumps $\mathbf R^0=\frac a2\langle110\rangle$. For a vacancy there is one ground configuration. For a $\langle100\rangle$ dumbbell, consider hops in which an $x$ dumbbell moves in the $xy$ plane and becomes a $y$ dumbbell, with all symmetry equivalents. These hops connect the three orientations but not all sites. In units of $a/2$, an $x$ dumbbell starting at the origin is always $x$ on (even, even, even) sites, $y$ on (odd, odd, even) sites and $z$ on (odd, even, odd) sites, and it never reaches (even, odd, odd). The hops form four separate networks related by lattice translations, and all four have the same $D_{ij}$.

Assume that the saddle has the full symmetry of its hop. Reflection in $z$ removes $P_{xz}$ and $P_{yz}$ for a $[110]$ jump. The vacancy saddle is also symmetric under exchange of $x$ and $y$. The dumbbell saddle is symmetric under $(x,y)\to(-y,-x)$ about its midpoint, which exchanges the two ends of the path. In either case

$$P^s_{xx}=P^s_{yy}=A,\qquad P^s_{zz}=C,\qquad P^s_{xy}=B.$$

For $[1\bar10]$ the sign of $B$ is reversed.

Let $w$ be the unstrained rate per jump direction, summed over orientations with their populations. For the vacancy $w=\Gamma_0$. For the dumbbell two of the three orientations can jump in a given direction, so $w=2\Gamma_0/3$. Eight jumps have $(R_x^0)^2=a^2/4$, hence $D_0=\frac12w\cdot8\cdot a^2/4=wa^2$.

The activated parts of (2) follow by counting:

- For $d_{11}=d_{xxxx}$, all eight of these jumps have $P^s_{xx}=A$. The result is $\beta D_0(A-g)$.
- For $d_{12}=d_{xxyy}$, four of them lie in the $xy$ plane with $P^s_{yy}=A$, and four in the $xz$ plane with $P^s_{yy}=C$. The result is $\frac12\beta w\frac{a^2}{4}[4(A-g)+4(C-g)]=\beta D_0[\frac12(A+C)-g]$.
- For $d_{44}=d_{xyxy}$, four jumps have $R_x^0R_y^0=\pm a^2/4$ and $P^s_{xy}=\pm B$ with matching signs. The result is $\frac12\beta w\cdot4\cdot\frac{a^2}{4}B=\frac12\beta D_0B$.

Adding the geometric parts $2D_0$, $0$ and $D_0$,

$$\begin{aligned}
d_{11}/D_0&=2+\beta(A-g),\\
d_{12}/D_0&=\beta[\tfrac12(A+C)-g],\\
d_{44}/D_0&=1+\tfrac12\beta B.
\end{aligned}\tag{4}$$

The two kinds of cubic shear then give

$$D_{xx}-D_{zz}=(d_{11}-d_{12})(\varepsilon_{xx}-\varepsilon_{zz}),$$
$$D_{[110]}-D_{[1\bar10]}=2D_{xy}=4d_{44}\varepsilon_{xy}.$$

In the second line $D_{xy}=2d_{44}\varepsilon_{xy}$, because $kl=xy$ and $kl=yx$ both contribute. The ground dipole has dropped out of both anisotropies. It remains in the response to dilation, $(d_{11}+2d_{12})/D_0=2+\beta(2A+C-3g)$.

For an isotropic saddle, $A=C$ and $B=0$, so $d_{11}-d_{12}=2d_{44}=2D_0$: geometry is all that remains. The activated part can also oppose geometry. The first-order response vanishes for one shear when $C-A=4kT$, and for the other when $B=-2kT$.

A dumbbell with ground dipole $9kT$ along its axis and $3kT$ across it has $g=5kT$. With $A=5kT$, $B=2kT$ and $C=8kT$, equation (4) gives 2, 1.5 and 2 for $d_{11}$, $d_{12}$ and $d_{44}$ in units of $D_0$. Diagonalizing the strained master equation and differentiating gives 2.000, 1.500 and 2.000.

## A vacancy computed from a pair potential

For pair energies $\phi(r)$, a homogeneous strain changes a separation by $\delta r=r_i\varepsilon_{ij}r_j/r$. At a relaxed minimum or saddle the forces vanish, so internal relaxation does not alter the first derivative of the energy. Hence

$$P_{ij}=-\sum_{\rm pairs}\phi'(r)\frac{r_ir_j}{r}.$$

The defect-free reference crystal is stress-free and contributes nothing.

The example is a model fcc metal at 800 K with a Morse potential of depth 0.40 eV, exponent 16 nm$^{-1}$ and minimum at 0.27 nm. Its value, slope and curvature are brought to zero at 0.65 nm by subtracting a quadratic in $r$. The subtraction also makes the well shallower: the potential actually used has depth 0.354 eV at 0.271 nm. The fcc structure is imposed: for this potential the static energy of hcp is slightly lower, so fcc is metastable. The periodic cell has 256 sites, and the lattice parameter is $a=0.3626$ nm. For atoms of mass 64 u, the relaxed barrier is 1.062 eV and the classical harmonic prefactor 8.50 THz. The rate per jump direction is $1.735\times10^6$ s$^{-1}$, so

$$D_0=a^2\Gamma_0=2.28\times10^{-9}\ {\rm cm^2/s}=2.28\times10^{-13}\ {\rm m^2/s}.$$

The dipole components are $g=-1.128$, $A=-2.566$, $B=-1.803$ and $C=6.489$ eV. With $kT=0.06894$ eV, $\beta=14.505$ eV$^{-1}$ and

$$\begin{aligned}
d_{11}/D_0&=2+14.505(-2.566+1.128)=-18.9,\\
d_{12}/D_0&=14.505(1.962+1.128)=44.8,\\
d_{44}/D_0&=1-14.505(1.803)/2=-12.1.
\end{aligned}$$

As an independent test, all six jump axes were relaxed in cells strained by $\pm2\times10^{-4}$, and the resulting diffusion tensor was differentiated. It gave $-18.858$, 44.821 and $-12.075$, against $-18.858$, 44.818 and $-12.074$ from the unstrained dipoles.

Now compare two shears with the same principal strains, $\pm0.001$. For $\varepsilon_{xy}=0.001$,

$$\frac{D_{[110]}-D_{[1\bar10]}}{D_0}=4(-12.07)(0.001)=-0.048.$$

For $\varepsilon={\rm diag}(0.001,0,-0.001)$,

$$\frac{D_{xx}-D_{zz}}{D_0}=(-18.86-44.82)(0.002)=-0.127.$$

An isotropic saddle would give $+0.004$ in both cases. Here the vacancy diffuses more slowly along the stretched axis, although every nonzero jump component along that axis is lengthened.

The cause differs between the two shears. In the second, $C$ lies far above $A$: the barriers of jumps in the $xy$ plane rise by 9.1 meV, those in the $yz$ plane fall by as much, and those in the $xz$ plane do not change to first order. In the first, the difference lies within the jump plane. The saddle's principal values there are $-4.37$ eV along the jump and $-0.76$ eV along $[1\bar10]$. Stretching the $[110]$ jump axis and compressing $[1\bar10]$ raises the barrier by $-2B\varepsilon_{xy}=3.6$ meV and lowers the hop rate by 5.2% to first order. Jumps along $\pm[110]$ supply half of $D_{[110]}$, so activation removes 2.6%, while geometry restores 0.2%. The net change is $-2.4\%$: $D_{[110]}=2.23\times10^{-9}$ and $D_{[1\bar10]}=2.34\times10^{-9}$ cm$^2$/s.

## Reach of the numbers

Full relaxation at these finite shears gives anisotropies of $-0.0484$ and $-0.1277$, within 0.3% of the linear values. The mean diffusivity, which has no linear response to shear, rises by 0.11% and 0.60%.

The fixed prefactor is a larger approximation. For the $[110]$ hop, the logarithm of the rate changes per unit strain amplitude by $-52.3$ through the barrier and $-4.3$ through the prefactor in the first shear. In the second the values are $-131.4$ and $+4.2$. The prefactor response has the same symmetry as $P^s$, so each anisotropy is the amplitude times $(4+\text{total slope})$. Including the prefactor changes the two results to $-0.053$ and $-0.123$.

Widening the lattice by 1%, roughly the thermal expansion of copper up to this temperature, reduces $|B|$ by 10% and $|A-C|$ by 8%. It also lowers the barrier by about $(2A+C-3g)\times0.01=0.047$ eV and nearly doubles $D_0$, so the absolute diffusivities above belong to the static lattice parameter, not to an expanded crystal at 800 K. Going to 500 sites increases $|B|$ and $|A-C|$ by 0.7% and 1.4% and lowers $D_0$ by about 1%. The drift continues with cell size: $d_{11}$, $d_{12}$ and $d_{44}$ in units of $D_0$ become $-19.3$, 45.3 and $-12.2$ at 500 sites and $-19.4$, 45.5 and $-12.2$ at 864 sites, where $D_0$ is 1.5% lower and the two fixed-prefactor anisotropies are $-0.049$ and $-0.130$. The prefactor slope of the second shear falls from $+4.2$ to $+4.0$ at 500 sites. The values for 256 sites therefore differ from those of an isolated vacancy by up to about 4%; their extra digits serve only to compare the formula with strained cells of the same size. The leading tunnelling correction to the hop rate, from the unstable mode alone, is 0.16%. This is not an estimate of the whole quantum correction: the stable modes also contribute at order $\hbar^2$, and in the harmonic approximation their part is about $-0.8\%$, larger and of the opposite sign, so the net correction is about $-0.7\%$. It is not included in the rates above.

The lattice parameter, mass and bulk modulus of 156 GPa lie roughly in copper's regime, but the barrier does not: copper's vacancy migration energy is roughly 0.7 eV. At fixed prefactor, that difference alone would raise $D_0$ by a factor of order 200. Real metallic bonding is not a sum of pair energies, and the resulting change in the dipoles is not determined here. Its consequence can be scaled: at this temperature and strain, a change of 1 eV in $B$ moves the first anisotropy by 0.029, and a change of 1 eV in $A-C$ moves the second by 0.015. Strain in real components also varies in space. The gradient then also biases the hops. A flux law must include this drift in a form that keeps the equilibrium distribution stationary; simply adding the full hop bias to $-D_{ij}\partial_jc$ does not do so in general. Values with more digits are in the numerical output below.

## Computed results

```
DUMBBELL MODEL (dipoles in kT, lengths in a, unstrained rate 1)
ground parallel, perpendicular: 9.000, 3.000
saddle A, B, C: 5.000, 2.000, 8.000
D0 from spectrum: 0.6667
d11,d12,d44 over D0, spectrum: 2.000, 1.500, 2.000
d11,d12,d44 over D0, formula: 2.000, 1.500, 2.000
random network: D_xx spectrum: 0.7692
random network: D_xx uncorrelated: 1.2110
random network: D_xx correlation: -0.4417
VACANCY IN MODEL FCC METAL
Morse depth: 0.40 eV
Morse exponent: 16.0 1/nm
Morse minimum: 0.27 nm
cutoff: 0.65 nm
atomic mass: 64 u
temperature: 800 K
kT: 0.06894 eV
sites in cell: 256
lattice parameter: 0.36255 nm
bulk modulus: 156.0 GPa
migration barrier: 1.0620 eV
Vineyard prefactor: 8.497 THz
rate per jump direction: 1.7347e+06 1/s
D0: 2.2801e-09 cm2/s
ground dipole g: -1.1279 eV
saddle A: -2.5658 eV
saddle B: -1.8026 eV
saddle C: 6.4894 eV
saddle principal value along jump: -4.3685 eV
saddle principal value along [1-10]: -0.7632 eV
trace of saddle minus ground: 4.7414 eV
d11,d12,d44 over D0, formula: -18.858, 44.818, -12.074
d11,d12,d44 over D0, strained cells: -18.858, 44.821, -12.075
principal shear strain: 0.0010
(D[110]-D[1-10])/D0, linear: -0.04830
(D[110]-D[1-10])/D0, relaxed: -0.04836
(Dxx-Dzz)/D0, linear: -0.12735
(Dxx-Dzz)/D0, relaxed: -0.12773
isotropic saddle, xy shear split: 0.00400
isotropic saddle, diagonal shear split: 0.00400
D[110], xy shear, linear: 2.2251e-09 cm2/s
D[1-10], xy shear, linear: 2.3352e-09 cm2/s
NEGLECTED EFFECTS
mean D change, xy shear: 1.11e-03
mean D change, diagonal shear: 5.96e-03
log-rate slope, xy: energy 2 beta B: -52.297
log-rate slope, xy: prefactor: -4.263
log-rate slope, diagonal: beta(A-C): -131.351
log-rate slope, diagonal: prefactor: 4.193
B, A-C in 256-site cell (eV): -1.803, -9.055
B, A-C in 500-site cell (eV): -1.815, -9.181
B, A-C, lattice 1% wider (eV): -1.619, -8.312
unstable-mode frequency: 3.247 THz
leading quantum rate correction: 1.58e-03
```
